# Self-stopping ceria polishing by contact-driven displacement of a cohesive additive layer

## The result

A ceria slurry can polish raised oxide quickly and planar oxide slowly when its additive forms a renewable layer that abrasive contacts knock off. Raised features carry a higher local pressure, receive more contacts and lose most of the layer. Once the surface is planar, the pressure falls, adsorption keeps up with displacement and the layer persists. Cohesion between the adsorbed molecules sharpens the change, provided it also makes them harder to knock off.

In the model example below, coverage is 14% on raised features at 80 kPa and 90% on the planar surface at 20 kPa. The removal rates are 6.9 and 0.20 nm/s, a ratio of 35. Pressure alone supplies a factor of 4; the change in bare area supplies the other factor of 8.7.

"Stopping" therefore means a large fall in rate, not zero rate. The same fall also slows removal of the last part of the step.

## What displaces the layer

Nominal pressure does not squeeze the additive off. For a molecular volume $V=1\ \mathrm{nm^3}$ at 298 K, $PV/k_BT$ is 0.005 at 20 kPa and 0.019 at 80 kPa. If this work speeds detachment by $\exp(PV/k_BT)$ and there are no abrasive contacts, the coverage at 80 kPa changes from 0.99810 to 0.99807.

The load reaches the wafer through pad summits and the particles trapped under them. Let $z$ be the summit height and $d$ the separation of the surfaces. A Hertz contact compressed by $z-d$ has area proportional to $z-d$ and load proportional to $(z-d)^{3/2}$. If the high summits follow $e^{-z/s}$, the substitution $x=z-d$ gives

$$
\int_d^\infty (z-d)^m e^{-z/s}\,dz
=e^{-d/s}\int_0^\infty x^m e^{-x/s}\,dx .
$$

Total area ($m=1$) and total load ($m=3/2$) share the factor $e^{-d/s}$, so their ratio does not depend on $d$. More load makes more contact area at the same mean contact pressure. Gaussian summits behave nearly the same way: in a light-contact example, four times the load gives 3.77 times the area and raises the mean contact pressure by 6%.

With a fixed number of active particles per real contact area, the hit rate per surface site is then, to leading order, $\beta p$. Here $p$ is the local pressure averaged over many contacts, and $\beta$ is taken proportional to sliding speed.

## The layer balance

Let $\theta$ be the covered fraction and $b=1-\theta$ the bare fraction. Additive adsorbs on bare sites at rate $a$, taken proportional to its concentration. Thermal detachment has rate $k_d$. In a mean-field description, neighbours raise the detachment barrier by $w\theta$ in units of $k_BT$, and this is assumed to hinder thermal and mechanical detachment alike:

$$
\frac{d\theta}{dt}=a(1-\theta)-g\,\theta e^{-w\theta},
\qquad g=k_d+\beta p .
$$

At steady state $g=a(b/\theta)e^{w\theta}$. Taking the logarithm and differentiating,

$$
\frac{d\ln g}{d\theta}
=-\frac1{1-\theta}-\frac1\theta+w
=-\frac{1}{\theta b}+w .
$$

Since $\theta b\le 1/4$, the right side is negative throughout for $w<4$. Each pressure then has one steady coverage, which falls smoothly as pressure rises.

A useful marker is the trigger pressure $p^*$ at which half the sites are covered. Setting $\theta=b=1/2$ gives $g=ae^{w/2}$, so

$$
p^*=\frac{ae^{w/2}-k_d}{\beta}.
$$

The example uses round model parameters: $a=8\ \mathrm{s^{-1}}$, $k_d=0.5\ \mathrm{s^{-1}}$, $\beta=1\ \mathrm{s^{-1}\,kPa^{-1}}$ and $w=3.5$. Thus $p^*=8e^{1.75}-0.5=45.5$ kPa. This is the midpoint of a continuous change, not a sharp threshold.

## Why cohesion matters

Ceria is assumed to remove oxide at bare sites and not through the layer. At fixed speed,

$$
R(p)=Kp\,b(p),
$$

with $K=0.1\ \mathrm{nm\,s^{-1}\,kPa^{-1}}$. A constant $b$ would give Preston's law, $R\propto p$. To find the actual pressure sensitivity, invert the derivative above:

$$
\frac{d\theta}{d\ln g}=-\frac{\theta b}{1-w\theta b},
\qquad
\frac{d\ln g}{d\ln p}=\frac{\beta p}{g}.
$$

Because $db=-d\theta$, we have $d\ln b=-d\theta/b$. The logarithmic slope of the removal rate is therefore

$$
n=\frac{d\ln R}{d\ln p}
=1+\frac{d\ln b}{d\ln p}
=1+\frac{\beta p}{k_d+\beta p}\,
\frac{\theta}{1-w\theta b}.
$$

The first term is the ordinary load dependence. The second is the opening of the layer, and cohesion amplifies it by reducing the denominator.

Without cohesion, both factors in the second term are at most one, so $n\le2$. If raised features occupy an area fraction $\rho$ and carry the whole load, their pressure is $P/\rho$, where $P$ is the nominal pressure. Integrating the slope from $P$ to $P/\rho$ gives

$$
\ln\frac{R(P/\rho)}{R(P)}
=\int_P^{P/\rho} n\,d\ln p
\le 2\ln\frac1\rho ,
$$

so the rate ratio cannot exceed $\rho^{-2}$, which is 16 for $\rho=0.25$.

A non-cohesive layer can come close to this limit, but at a price. For $w=0$ the balance gives $b=g/(a+g)$. The ratio is largest when $a\gg g$, and then even the raised features are almost fully coated and polish slowly. Cohesion allows a ratio of 35 while the raised features remain 86% bare. This gain rests on the assumption that neighbours hinder mechanical detachment. If they hindered only thermal detachment, the ratio would be 5.1 at the same $a$ and would stay below 16 for $a$ from 0.1 to $10^5\ \mathrm{s^{-1}}$. At the trigger pressure $n=5.0$, compared with 2.3 at 20 kPa and 1.2 at 80 kPa.

## How the pattern changes the pressure

Treat the pad as independent springs of stiffness $\kappa$ per unit area, and keep $\rho$ constant during polishing. The linear spring law is a separate simplification: the exponential summits above would give a stiffness that rises with load. When the pad touches both levels of a step of height $h$, it is compressed by an extra $h$ over the raised area:

$$
p_u-p_d=\kappa h,\qquad \rho p_u+(1-\rho)p_d=P .
$$

Substituting $p_u=p_d+\kappa h$ into the load balance gives $p_d+\rho\kappa h=P$, hence

$$
p_d=P-\rho\kappa h,\qquad p_u=P+(1-\rho)\kappa h .
$$

The recess loses contact when $p_d=0$, at $h_c=P/(\rho\kappa)$. For larger steps $p_u=P/\rho$ and $p_d=0$. With an illustrative $\kappa=0.4$ kPa/nm, $h_c=20/(0.25\times0.4)=200$ nm. The spring law leaves out the width of the features, so for a real pattern $\kappa$ has to be fitted to measured step heights. Exponential summits acting independently on both levels give a stiffness $P/s$, so this $\kappa$ corresponds to $s=50$ nm. With $s=1\ \mu\mathrm{m}$ the raised pressure at a 500 nm step would be only 28 kPa, below the trigger, and the raised area would stay 84% covered. The example therefore applies only where the pad bridges the recesses.

The step falls at the difference between the two removal rates:

$$
\frac{dh}{dt}=-[R(p_u)-R(p_d)] .
$$

The example starts at 500 nm and ends at 20 nm.

| Step (nm) | Raised coverage | Raised rate (nm/s) | Recess rate (nm/s) |
|---:|---:|---:|---:|
| 500 | 0.14 | 6.89 | 0.00 |
| 150 | 0.19 | 5.24 | 0.01 |
| 85 | 0.50 | 2.28 | 0.06 |
| 20 | 0.86 | 0.37 | 0.16 |

The raised surface becomes half covered when $p_u=p^*$, at

$$
h^*=\frac{p^*-P}{(1-\rho)\kappa}
=\frac{45.54-20}{0.75\times0.4}=85\ \mathrm{nm}.
$$

The layer thus begins to protect the raised surface well before the step has gone.

The table uses steady coverage at each pressure. To check that this is reasonable, linearize the layer balance about its steady state. The relaxation rate is $a+ge^{-w\theta}(1-w\theta)$. Substituting $ge^{-w\theta}=ab/\theta$ gives

$$
\lambda_\theta
=a\left(1+\frac b\theta-wb\right)
=\frac a\theta(1-w\theta b),
$$

where $1+b/\theta=1/\theta$ was used. At the trigger this is $16(1-0.875)=2\ \mathrm{s^{-1}}$, a response time of 0.5 s. Polishing takes minutes. Integrating the changing coverages and step together gives 176.6 s, against 177.1 s with steady coverages.

## What is gained, and what is not

Let $D$ be the oxide lost from the recess. Dividing $dD/dt=R(p_d)$ by $dh/dt$ gives

$$
\frac{dD}{dh}=-\frac{R(p_d)}{R(p_u)-R(p_d)} .
$$

For Preston polishing, $R=Kp$ and the coefficient $K$ cancels. Integrating from $h_c$ down to the final step $h_f$,

$$
D=\int_{h_f}^{h_c}\frac{P-\rho\kappa h}{\kappa h}\,dh
=\frac P\kappa\ln\frac{h_c}{h_f}-\rho(h_c-h_f).
$$

This is $50\ln10-0.25\times180=70$ nm. The self-stopping process loses 13.5 nm for the same final step, but takes 177 s instead of 95 s.

The cancellation of $K$ also separates self-stopping from simple inhibition. Suppose the layer had the same coverage everywhere, fixed at its planar value. It would multiply every rate by the same $b$, which cancels from $dD/dh$. The recess loss would still be 70 nm, while the time would grow to 965 s. Such a layer makes timing errors less costly, but it does not improve planarisation for a given loss. Pressure-dependent displacement does.

Near planarity, expand both rates about $P$:

$$
R(p_u)-R(p_d)\simeq R'(P)\kappa h[(1-\rho)+\rho]
=\kappa R'(P)h .
$$

Since $R'(P)=nR(P)/P$, the step decays exponentially with time constant

$$
\tau=\frac{P}{\kappa nR(P)} .
$$

The planar loss while the step falls by a factor $e$ is

$$
R(P)\tau=\frac{P}{n\kappa}.
$$

At 20 kPa this loss is $20/(2.276\times0.4)=22$ nm, compared with 50 nm for Preston polishing. The time constant, however, is 112 s rather than 25 s. The process saves material but is slow to finish the step.

One minute of overpolishing removes 12 nm from a planar surface, against 120 nm without the layer. For a remaining 20 nm step, the linear estimate gives $20e^{-60/112}\simeq12$ nm after that minute, and the full model gives 11 nm. A low planar rate is therefore not evidence that the wafer is flat.

## Strong cohesion and hysteresis

For $w>4$, $d\ln g/d\theta$ vanishes at two coverages, where $\theta b=1/w$:

$$
\theta_\pm=\frac{1\pm\sqrt{1-4/w}}2 .
$$

Between them $\lambda_\theta$ is negative, so those steady states are unstable. A coated surface clears when rising pressure brings it to $\theta_+$. A cleared surface recoats when falling pressure brings it to $\theta_-$. The corresponding pressures follow from

$$
p_\pm=\frac1\beta\left[a\frac{1-\theta_\pm}{\theta_\pm}e^{w\theta_\pm}-k_d\right].
$$

For $w=5$ and $a=3.779\ \mathrm{s^{-1}}$, chosen to keep the half-coverage pressure at 45.5 kPa, clearing occurs above 53.3 kPa and recoating below 38.9 kPa. Between these pressures the history decides the coverage.

This has two consequences. The cleared state of a raised feature now exists down to $h=(38.9-20)/0.3=63$ nm. Recoating is slow just past this point, and in the time-dependent model half coverage is reached at 57 nm, a smaller step than the earlier 85 nm. On the other hand, a pressure excursion above 53.3 kPa can strip a planar surface, and returning to 45 kPa does not restore the layer. These limits belong to the mean-field model, which contains no separate patches or moving layer boundaries. Short-range cohesion makes the change gentler, also at $w=3.5$, and can remove the hysteresis. For attraction between nearest neighbours on a square lattice, with $w$ the total from all four, the critical value is $w=8\ln(1+\sqrt2)=7.05$ instead of 4, so $w=5$ would give no hysteresis. On the same lattice at $w=3.5$, the slope at the trigger is $n=2.6$ instead of 5.0 and the rate ratio is 28 instead of 35.

## Setting up the process

**Place the trigger between the two pressures.** For a starting step of at least $h_c$, the condition is $P<p^*<P/\rho$; a smaller starting step $h_0$ gives only $P+(1-\rho)\kappa h_0$ as the upper pressure. Multiplying by $\beta$, adding $k_d$ and multiplying by $e^{-w/2}$ turns it into an additive window:

$$
(k_d+\beta P)e^{-w/2}<a<(k_d+\beta P/\rho)e^{-w/2}.
$$

For $w=3.5$ this is $3.6<a<14.0\ \mathrm{s^{-1}}$. Too little additive leaves the planar surface mostly bare; too much leaves the raised features mostly covered. Doubling the additive from $a=8\ \mathrm{s^{-1}}$ moves the trigger to 92 kPa, above the 80 kPa available on the raised features.

**Check the densest pattern.** The condition $P/\rho>p^*$ means $\rho<P/p^*=20/45.5=0.44$. Denser regions start with more than half their raised area protected. A recipe tuned on a sparse pattern may therefore be much slower on a dense one.

**Change speed with care.** If speed doubles $\beta$ while $a$ stays fixed, the trigger falls to 22.8 kPa. That is barely above the nominal pressure, and most of the safety margin is gone.

**Measure planar rate against pressure.** Plot $R/p$, which is proportional to the bare fraction in this model. A logarithmic slope above 1 for $R/p$, which means $n>2$ for $R$ itself, cannot come from a non-cohesive layer with a hit rate linear in pressure. It supports cooperative clearing but does not prove it, since a different contact law could also steepen the curve.

**Consider a short finishing step at higher pressure.** At $P=p^*$, and with the pad stiffness unchanged, the small-step formulas give a loss per factor $e$ of $45.5/(4.96\times0.4)=23$ nm, nearly the same as at 20 kPa. The time constant is this loss divided by the planar rate, $23/2.28\simeq10$ s instead of 112 s. The near-equal loss relies on the steep mean-field slope. With the square-lattice slopes, 2.6 at $p^*$ and 2.5 at 20 kPa, the loss is 43 nm against 20 nm, so $n$ has to be measured first. The self-stop is given up during this period, so the time must be controlled and the pressure lowered afterwards. With hysteresis, it must be lowered below the recoating pressure.

**Look for removal through the layer.** If covered sites polish at a fraction $s$ of the bare rate, then $R=Kp(b+s\theta)$. The planar rate can no longer fall below about $sKP$ when coverage is high. Once $s\theta$ exceeds the planar bare fraction, here 0.10, more additive can lower the planar rate by less than half, because $b+s\theta$ is then below $2s$ and cannot fall below $s$. Additive that adsorbs on the ceria may also change $K$ and $\beta$, so both should be measured in the complete slurry.

The full set of values is given in the numerical output.

## Computed values

```
Adsorption a 8.00 1/s; detachment kd 0.50 1/s
Hit coefficient beta 1.00 1/(s kPa); cohesion w 3.50
Removal coefficient K 0.10 nm/(s kPa)
Nominal pressure 20.0 kPa; raised fraction 0.25
Pad stiffness 0.40 kPa/nm; temperature 298.15 K
Initial step 500.0 nm; final step 20.0 nm
Squeeze work for 1 nm^3 / kT, planar and raised: 0.00486, 0.01943
Coverage without hits, unloaded and squeezed at raised pressure: 0.998104, 0.998066
Pad load increase factor: 4.00
Real contact area increase factor: 3.769
Mean contact pressure factor: 1.061
Contact area exponent: 0.957
Trigger pressure: 45.54 kPa
Trigger at doubled additive: 91.57 kPa
Trigger at doubled hit coefficient: 22.77 kPa
Additive window in a: 3.56 to 13.99 1/s
planar: p 20.00 kPa, coverage 0.9015, rate 0.1969 nm/s, slope n 2.276
trigger: p 45.54 kPa, coverage 0.5000, rate 2.2768 nm/s, slope n 4.957
raised: p 80.00 kPa, coverage 0.1393, rate 6.8858 nm/s, slope n 1.238
Raised/planar removal ratio: 34.97
Raised/planar bare-fraction ratio: 8.74
Ratio without cohesion, same a: 5.06
Largest scanned ratio without cohesion: 15.70
Ratio limit without cohesion: 16.00
Raised layer half-clearing time: 0.202 s
Planar layer half-reforming time: 0.134 s
Strong cohesion w 5.0, a 3.779 1/s
Strong layer reforms below: 38.90 kPa
Strong layer clears above: 53.29 kPa
Recess contact begins at step: 200.00 nm
Raised half-recoating step: 85.12 nm
h 500.0 nm: p up/down 80.00/0.00 kPa, coverage 0.139/0.998, rate 6.886/0.000 nm/s
h 150.0 nm: p up/down 65.00/5.00 kPa, coverage 0.194/0.978, rate 5.238/0.011 nm/s
h 85.1 nm: p up/down 45.54/11.49 kPa, coverage 0.500/0.949, rate 2.277/0.059 nm/s
h 20.0 nm: p up/down 26.00/18.00 kPa, coverage 0.859/0.914, rate 0.366/0.155 nm/s
Self-stopping full model: 176.62 s, recess loss 13.51 nm
Self-stopping quasi-steady: 177.06 s, recess loss 13.58 nm
Preston: 95.06 s, recess loss 70.13 nm
Static layer: 965.46 s, recess loss 70.13 nm
Late step decay time, self-stopping: 111.55 s
Late step decay time, Preston: 25.00 s
Loss per e-fold, self-stopping: 21.97 nm
Loss per e-fold, Preston: 50.00 nm
Planar loss in 60 s, self-stopping: 11.82 nm
Planar loss in 60 s, Preston: 120.00 nm
```
